# A failing check and its repair

Subject: Finite-size errors from truncated pair correlation in chains, sheets and crystals.

```python
# RESULT UNDER TEST: pair correlation energies -C/R^6 omitted outside a supercell of
# N = n^d cells (n odd) give an error per atom (C/2a^6) K_d N^(1-6/d):
# 1/N for a crystal (d=3), 1/N^2 for an isolated sheet (d=2), 1/N^5 for a chain (d=1).
# Symbols: a lattice constant, alpha polarizability, omega oscillator frequency,
# K_d integral of |u|^-6 outside the unit cube, V dipole coupling, t doubles amplitudes,
# Omega mode frequency. Internally a = 1 and hbar*omega = 1.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.special import zeta

mp.mp.dps = 25
a_angstrom = 4.0
alpha = 0.1
quantum_eV = 10.0
meV = 1000.0 * quantum_eV
kJ_per_mol_per_meV = 1e-3 * constants.e * constants.N_A / 1000.0
C6 = 0.75 * alpha**2

K = {1: 64 / 5, 2: 8 + 3 * np.pi,
     3: 8 / 3 + 20 * np.sqrt(2) * np.arctan(1 / np.sqrt(2))}
names = {1: "chain", 2: "sheet", 3: "crystal"}


def theta(x):
    """Sum over all integers m of exp(-x m^2), in its fast-converging form."""
    if x >= mp.pi:
        return 1 + 2 * sum(mp.exp(-x * m * m) for m in range(1, 6))
    return mp.sqrt(mp.pi / x) * (
        1 + 2 * sum(mp.exp(-mp.pi**2 * m * m / x) for m in range(1, 6)))


def lattice_total(d):
    """Infinite sum of R^-6 from its integral representation."""
    return float(mp.quad(lambda x: x**2 * (theta(x)**d - 1) / 2,
                         [0, mp.pi, 10, mp.inf]))


def inner_sum(shape, weight=None):
    """Direct sum of R^-6 over the partners inside a centred supercell."""
    axes = [np.arange(-(n // 2), n // 2 + 1, dtype=float) for n in shape]
    grids = np.meshgrid(*axes, indexing="ij")
    r2 = sum(g**2 for g in grids)
    keep = r2 > 0
    terms = r2[keep]**-3
    if weight is not None:
        terms = terms * weight(*[g[keep] for g in grids])
    return float(np.sum(terms))


total = {d: lattice_total(d) for d in (1, 2, 3)}
assert abs(total[1] - 2 * zeta(6)) < 1e-12


def missing(n, d):
    return 0.5 * C6 * (total[d] - inner_sum((n,) * d))


def asymptotic(n, d):
    return 0.5 * C6 * K[d] * (n**d)**(1 - 6 / d)


# --- origin of the R^-6 law and exactness of coupled cluster for oscillators ---
def coupling_matrix(positions):
    count = len(positions)
    V = np.zeros((3 * count, 3 * count))
    for i in range(count):
        for j in range(count):
            if i != j:
                R = positions[i] - positions[j]
                r = np.linalg.norm(R)
                block = (np.eye(3) - 3 * np.outer(R, R) / r**2) / r**3
                V[3*i:3*i+3, 3*j:3*j+3] = 0.5 * alpha * block
    return V


def normal_mode_energy(V):
    return 0.5 * np.sum(np.sqrt(1 + 2 * np.linalg.eigvalsh(V)) - 1)


pair_distance = 6.0
pair_exact = normal_mode_energy(
    coupling_matrix(np.array([[0., 0, 0], [2., 4., 4.]])))
pair_london = -C6 / pair_distance**6
assert abs(pair_exact / pair_london - 1) < 1e-4

cluster = np.array([[0, 0, 0], [1, 0, 0], [2, 0.2, 0], [3, 0, 0.3], [3, 1.1, 0]])
V_cluster = coupling_matrix(cluster)
unit = np.eye(len(V_cluster))
t_cluster = np.zeros_like(V_cluster)
for _ in range(300):
    t_cluster = -0.5 * (unit + t_cluster) @ V_cluster @ (unit + t_cluster)
cluster_cc = 0.5 * np.trace(V_cluster @ t_cluster)
cluster_exact = normal_mode_energy(V_cluster)
assert abs(cluster_cc - cluster_exact) < 1e-12

print(f"lattice constant a = {a_angstrom:.1f} angstrom")
print(f"polarizability alpha = {alpha * a_angstrom**3:.2f} angstrom^3")
print(f"oscillator quantum = {quantum_eV:.1f} eV")
print(f"C/a^6 = {C6 * meV:.3f} meV")
print(f"two atoms at 6a: exact/London = {pair_exact / pair_london:.7f}")
print(f"5-atom cluster, CC energy = {cluster_cc * meV:.6f} meV")
print(f"5-atom cluster, normal modes = {cluster_exact * meV:.6f} meV")

# --- scaling with supercell size in each dimension ---
for d in (1, 2, 3):
    deviation = {n: missing(n, d) / asymptotic(n, d) - 1 for n in (21, 41)}
    assert abs(deviation[41]) < 0.01
    # the first correction to the integral must fall as n^-2
    assert abs(deviation[21] * 21**2 / (deviation[41] * 41**2) - 1) < 0.05
    slope = np.log(missing(41, d) / missing(21, d)) / (d * np.log(41 / 21))
    assert abs(slope - (1 - 6 / d)) < 0.02
    print(f"{names[d]}: K = {K[d]:.4f}, sum R^-6 = {total[d]:.6f}/a^6")
    print(f"{names[d]}: full pair energy = {-0.5*C6*total[d]*meV:.3f} meV/atom")
    for n in (3, 5, 11):
        print(f"{names[d]} N={n**d}: missing {missing(n, d)*meV:.4e}, "
              f"formula {asymptotic(n, d)*meV:.4e} meV/atom")
    print(f"{names[d]}: exponent of N, n=21 to 41: {slope:.4f}")
    n_needed = 1
    while missing(n_needed, d) * meV > 1.0:
        n_needed += 2
    print(f"{names[d]}: error below 1 meV/atom at n={n_needed}, N={n_needed**d}")

print(f"crystal N=125 error = {missing(5, 3)*meV*kJ_per_mol_per_meV:.4f} kJ/mol")
N1, N2 = 5**3, 7**3
extrapolated_error = (N2 * missing(7, 3) - N1 * missing(5, 3)) / (N2 - N1)
assert abs(extrapolated_error) < 0.2 * missing(7, 3)
print(f"crystal N=343: missing {missing(7, 3)*meV:.4f} meV/atom")
print(f"after 1/N extrapolation (125,343): {extrapolated_error*meV:.4f} meV/atom")


# --- direction-dependent coefficient: same power, other prefactor ---
def direction_weight(x, y):
    return 1 + 3 * x**2 * y**2 / (x**2 + y**2)**2


def angular_integrand(angle):
    c, s = np.cos(angle), np.sin(angle)
    return 4 * max(abs(c), abs(s))**4 * direction_weight(c, s)


K_directional = 8 * quad(angular_integrand, 0, np.pi / 4)[0]
shell = inner_sum((401, 401), direction_weight) - inner_sum((41, 41), direction_weight)
shell_ratio = shell / (K_directional * (41.0**-4 - 401.0**-4))
assert abs(shell_ratio - 1) < 0.01
print(f"anisotropic sheet: K = {K_directional:.4f}, sum/formula = {shell_ratio:.5f}")

# --- a crystal supercell extended along one axis only does not converge ---
bar = {n: 0.5 * C6 * (total[3] - inner_sum((5, 5, n))) for n in (41, 81)}
assert abs(bar[81] / bar[41] - 1) < 0.01 and bar[81] > 0.3 * missing(5, 3)
print(f"crystal bar 5x5x41: missing {bar[41]*meV:.4f} meV/atom")
print(f"crystal bar 5x5x81: missing {bar[81]*meV:.4f} meV/atom")

# --- coupled cluster for the infinite chain: one longitudinal, two transverse modes ---
strengths = 0.5 * alpha * np.array([-2.0, 1.0, 1.0])


def chain_frequencies(inverse_cubes):
    structure = np.fft.fft(inverse_cubes).real
    return np.sqrt(1 + 2 * strengths[:, None] * structure[None, :])


def chain_energy(inverse_cubes):
    return float(np.sum(np.mean(0.5 * (chain_frequencies(inverse_cubes) - 1), axis=1)))


M = 2**14
sites = np.arange(M)
distance = np.minimum(sites, M - sites).astype(float)
full_coupling = np.zeros(M)
full_coupling[1:] = distance[1:]**-3
chain_full = chain_energy(full_coupling)
frequencies = chain_frequencies(full_coupling)
amplitudes = np.fft.ifft((1 - frequencies) / (1 + frequencies), axis=1).real
pair_energy = np.sum(strengths[:, None] * full_coupling * amplitudes, axis=0)
assert abs(0.5 * np.sum(pair_energy) - chain_full) < 1e-13

Omega0 = np.sqrt(1 + 4 * zeta(3) * strengths)
C_pair = np.sum(strengths**2 * (2 / (1 + Omega0))**2 / (2 * Omega0))
C_cut = np.sum(strengths**2 / (2 * Omega0**3))
kmesh_coefficient = 2 * zeta(3) * np.sum(strengths / (2 * Omega0))
far_ratio = -pair_energy[200] * 200.0**6 / C_pair
assert abs(far_ratio - 1) < 0.01


def dropped_pairs_error(n):
    return -float(np.sum(pair_energy[n // 2 + 1: M // 2]))


def dropped_couplings_error(n):
    return chain_energy(np.where(distance <= n // 2, full_coupling, 0.0)) - chain_full


def kmesh_error(n):
    fractions = np.arange(1, n) / n
    periodic = np.empty(n)
    periodic[0] = 2 * zeta(3) / n**3
    periodic[1:] = (zeta(3, fractions) + zeta(3, 1 - fractions)) / n**3
    return chain_energy(periodic) - chain_full


print(f"CC chain energy = {chain_full*meV:.4f} meV/atom")
print(f"chain Omega(k=0): long. {Omega0[0]:.4f}, transv. {Omega0[1]:.4f} omega")
print(f"C_pair/C = {C_pair/C6:.4f}, C_cut/C = {C_cut/C6:.4f}")
print(f"CC pair energy at 200a / asymptotic form = {far_ratio:.5f}")
procedures = [("drop pair energies", dropped_pairs_error, 0.5 * C_pair * K[1], 5),
              ("drop couplings", dropped_couplings_error, 0.5 * C_cut * K[1], 5),
              ("k-point sampling", kmesh_error, kmesh_coefficient, 3)]
for label, error, coefficient, power in procedures:
    ratio = error(101) / (coefficient / 101.0**power)
    exponent = np.log(error(201) / error(101)) / np.log(201 / 101)
    assert abs(ratio - 1) < 0.03
    assert abs(exponent + power) < 0.1
    print(f"{label}: N=11 error {error(11)*meV:.4e} meV/atom")
    print(f"{label}: N=101 ratio {ratio:.4f}, exponent {exponent:.4f}")

print("ALL CHECKS PASSED")
```

Output of this version:

```
lattice constant a = 4.0 angstrom
polarizability alpha = 6.40 angstrom^3
oscillator quantum = 10.0 eV
C/a^6 = 75.000 meV
two atoms at 6a: exact/London = 1.0000002
5-atom cluster, CC energy = -248.988881 meV
5-atom cluster, normal modes = -248.988881 meV
chain: K = 12.8000, sum R^-6 = 2.034686/a^6
chain: full pair energy = -76.301 meV/atom
chain N=3: missing 1.3007e+00, formula 1.9753e+00 meV/atom
chain N=5: missing 1.2885e-01, formula 1.5360e-01 meV/atom
chain N=11: missing 2.8634e-03, formula 2.9804e-03 meV/atom
chain: exponent of N, n=21 to 41: -4.9876
chain: error below 1 meV/atom at n=5, N=5
sheet: K = 17.4248, sum R^-6 = 4.658914/a^6
sheet: full pair energy = -174.709 meV/atom
sheet N=9: missing 5.9593e+00, formula 8.0670e+00 meV/atom
sheet N=25: missing 9.2254e-01, formula 1.0455e+00 meV/atom
sheet N=121: missing 4.3394e-02, formula 4.4630e-02 meV/atom
sheet: exponent of N, n=21 to 41: -1.9957
sheet: error below 1 meV/atom at n=5, N=25
crystal: K = 20.0751, sum R^-6 = 8.401924/a^6
crystal: full pair energy = -315.072 meV/atom
crystal N=27: missing 2.2711e+01, formula 2.7882e+01 meV/atom
crystal N=125: missing 5.5417e+00, formula 6.0225e+00 meV/atom
crystal N=1331: missing 5.5528e-01, formula 5.6560e-01 meV/atom
crystal: exponent of N, n=21 to 41: -0.9981
crystal: error below 1 meV/atom at n=11, N=1331
crystal N=125 error = 0.5347 kJ/mol
crystal N=343: missing 2.0999 meV/atom
after 1/N extrapolation (125,343): 0.1264 meV/atom
anisotropic sheet: K = 22.3700, sum/formula = 0.99790
crystal bar 5x5x41: missing 4.1063 meV/atom
crystal bar 5x5x81: missing 4.1062 meV/atom
CC chain energy = -80.7213 meV/atom
chain Omega(k=0): long. 0.7205, transv. 1.1137 omega
C_pair/C = 1.5182, C_cut/C = 2.0234
CC pair energy at 200a / asymptotic form = 1.00044
drop pair energies: N=11 error 5.0176e-03 meV/atom
drop pair energies: N=101 ratio 1.0033, exponent -5.0034
Traceback (most recent call last):
  File "check.py", line 213, in <module>
    assert abs(ratio - 1) < 0.03
           ^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the physics of the "drop couplings" case. A sharp cutoff changes V(k) at all k, not only near k = 0, so the leading n^-5 term has a correction of relative order 1/n, which the failed test at N=101 did not allow for. That n^-6 term is now derived and computed from the mode frequencies, and this case is compared with the two-term formula, so the tested quantity changes. The 3% tolerance at N=101 is kept, a 1% test at N=201 is added for all three procedures, and the ratio to the leading term alone is still printed.

Repair:

```diff
@@ -184,4 +184,11 @@
 assert abs(far_ratio - 1) < 0.01
 
+# A sharp cutoff of the couplings alters V(k) at every k, not only near k = 0.
+# The curvature of the mode energy differs there, which adds a term in n^-6.
+curvature_change = 1 / (2 * Omega0[:, None]**3) - 1 / (2 * frequencies[:, 1:]**3)
+sine_squared = np.sin(np.pi * sites[1:] / M)**2
+k_average = np.sum(curvature_change / sine_squared, axis=1) / M
+cut_next = 16 * np.sum(strengths**2 * k_average)
+
 
 def dropped_pairs_error(n):
@@ -205,14 +212,26 @@
 print(f"C_pair/C = {C_pair/C6:.4f}, C_cut/C = {C_cut/C6:.4f}")
 print(f"CC pair energy at 200a / asymptotic form = {far_ratio:.5f}")
-procedures = [("drop pair energies", dropped_pairs_error, 0.5 * C_pair * K[1], 5),
-              ("drop couplings", dropped_couplings_error, 0.5 * C_cut * K[1], 5),
-              ("k-point sampling", kmesh_error, kmesh_coefficient, 3)]
-for label, error, coefficient, power in procedures:
-    ratio = error(101) / (coefficient / 101.0**power)
-    exponent = np.log(error(201) / error(101)) / np.log(201 / 101)
-    assert abs(ratio - 1) < 0.03
+print(f"drop couplings: n^-6 term / n^-5 term = {cut_next/(0.5*C_cut*K[1]):.4f}/n")
+# each entry: label, error function, leading coefficient, next coefficient, power
+procedures = [
+    ("drop pair energies", dropped_pairs_error, 0.5 * C_pair * K[1], 0.0, 5),
+    ("drop couplings", dropped_couplings_error, 0.5 * C_cut * K[1], cut_next, 5),
+    ("k-point sampling", kmesh_error, kmesh_coefficient, 0.0, 3)]
+for label, error, leading, following, power in procedures:
+    errors = {n: error(n) for n in (11, 101, 201)}
+    lead_ratio = {n: errors[n] * float(n)**power / leading for n in (101, 201)}
+    full_ratio = {n: errors[n] * float(n)**power / (leading + following / n)
+                  for n in (101, 201)}
+    exponent = np.log(errors[201] / errors[101]) / np.log(201 / 101)
+    print(f"{label}: N=11 error {errors[11]*meV:.4e} meV/atom")
+    print(f"{label}: exponent of N, 101 to 201: {exponent:.4f}")
+    print(f"{label}: error/leading term, N=101 {lead_ratio[101]:.4f}, "
+          f"N=201 {lead_ratio[201]:.4f}")
+    if following != 0.0:
+        print(f"{label}: error/two-term form, N=101 {full_ratio[101]:.4f}, "
+              f"N=201 {full_ratio[201]:.4f}")
+    assert abs(full_ratio[101] - 1) < 0.03
+    assert abs(full_ratio[201] - 1) < 0.01
     assert abs(exponent + power) < 0.1
-    print(f"{label}: N=11 error {error(11)*meV:.4e} meV/atom")
-    print(f"{label}: N=101 ratio {ratio:.4f}, exponent {exponent:.4f}")
 
 print("ALL CHECKS PASSED")
```

Output now:

```
lattice constant a = 4.0 angstrom
polarizability alpha = 6.40 angstrom^3
oscillator quantum = 10.0 eV
C/a^6 = 75.000 meV
two atoms at 6a: exact/London = 1.0000002
5-atom cluster, CC energy = -248.988881 meV
5-atom cluster, normal modes = -248.988881 meV
chain: K = 12.8000, sum R^-6 = 2.034686/a^6
chain: full pair energy = -76.301 meV/atom
chain N=3: missing 1.3007e+00, formula 1.9753e+00 meV/atom
chain N=5: missing 1.2885e-01, formula 1.5360e-01 meV/atom
chain N=11: missing 2.8634e-03, formula 2.9804e-03 meV/atom
chain: exponent of N, n=21 to 41: -4.9876
chain: error below 1 meV/atom at n=5, N=5
sheet: K = 17.4248, sum R^-6 = 4.658914/a^6
sheet: full pair energy = -174.709 meV/atom
sheet N=9: missing 5.9593e+00, formula 8.0670e+00 meV/atom
sheet N=25: missing 9.2254e-01, formula 1.0455e+00 meV/atom
sheet N=121: missing 4.3394e-02, formula 4.4630e-02 meV/atom
sheet: exponent of N, n=21 to 41: -1.9957
sheet: error below 1 meV/atom at n=5, N=25
crystal: K = 20.0751, sum R^-6 = 8.401924/a^6
crystal: full pair energy = -315.072 meV/atom
crystal N=27: missing 2.2711e+01, formula 2.7882e+01 meV/atom
crystal N=125: missing 5.5417e+00, formula 6.0225e+00 meV/atom
crystal N=1331: missing 5.5528e-01, formula 5.6560e-01 meV/atom
crystal: exponent of N, n=21 to 41: -0.9981
crystal: error below 1 meV/atom at n=11, N=1331
crystal N=125 error = 0.5347 kJ/mol
crystal N=343: missing 2.0999 meV/atom
after 1/N extrapolation (125,343): 0.1264 meV/atom
anisotropic sheet: K = 22.3700, sum/formula = 0.99790
crystal bar 5x5x41: missing 4.1063 meV/atom
crystal bar 5x5x81: missing 4.1062 meV/atom
CC chain energy = -80.7213 meV/atom
chain Omega(k=0): long. 0.7205, transv. 1.1137 omega
C_pair/C = 1.5182, C_cut/C = 2.0234
CC pair energy at 200a / asymptotic form = 1.00044
drop couplings: n^-6 term / n^-5 term = 4.8324/n
drop pair energies: N=11 error 5.0176e-03 meV/atom
drop pair energies: exponent of N, 101 to 201: -5.0034
drop pair energies: error/leading term, N=101 1.0033, N=201 1.0010
drop couplings: N=11 error 1.0177e-02 meV/atom
drop couplings: exponent of N, 101 to 201: -5.0398
drop couplings: error/leading term, N=101 1.0545, N=201 1.0260
drop couplings: error/two-term form, N=101 1.0063, N=201 1.0019
k-point sampling: N=11 error -5.0406e-01 meV/atom
k-point sampling: exponent of N, 101 to 201: -3.0030
k-point sampling: error/leading term, N=101 1.0029, N=201 1.0008
ALL CHECKS PASSED
```
